# Does a missing Pb spin signal prove that interface defects are passivated?

## Question

I study metal–oxide–silicon capacitors by electron spin resonance. The silicon dangling bonds at the Si/SiO₂ interface, the $P_b$ centres, give a clear line before a hydrogen anneal. After the anneal I measured one sample at a fixed gate bias and found no line above the noise. I concluded that hydrogen had passivated the centres. A colleague objects that the gate bias alone could have removed the line. Is the objection sound, and what would I have to measure to tell the two cases apart?

## Answer

The objection is sound. Spin resonance detects unpaired electrons, and an unpassivated dangling bond has one in only one of its three charge states. A null at one bias limits the number of centres that are neutral at that bias. To turn it into a limit on all active centres, you must know the neutral fraction.

### Which charge state is visible

Take one localized orbital per defect. It can be empty, hold one electron of either spin, or hold two electrons. The net charges are $+$, $0$ and $-$. Let $E_1$ be the energy needed to add the first electron and $E_1+U$ that for the second. These are the levels $E(+/0)$ and $E(0/-)$, measured from the valence-band edge at the interface. The effective correlation energy $U$ includes the lattice relaxation; I take $U>0$ until stated otherwise.

The spin-raising operator is $S_+=c_\uparrow^\dagger c_\downarrow$. On the empty orbital it gives zero, because there is no electron to remove. On the doubly occupied orbital it also gives zero, because the spin-up place is already filled. The same holds for $S_-$ with the spins exchanged, and $S_z=(n_\uparrow-n_\downarrow)/2$ vanishes in both states. Neither charged state can therefore absorb through its electron spin.

A field $B$ splits the neutral state into two levels separated by $g\mu_BB$. With $b=g\mu_BB/2kT$, their population ratio is $\exp(-2b)$. If $f_0$ is the neutral fraction, the population difference that drives unsaturated absorption is

$$
f_0\,\frac{1-\exp(-2b)}{1+\exp(-2b)}=f_0\tanh b .
$$

For $g=2.0$, $B=0.34$ T and 300 K, $\tanh b=7.6\times10^{-4}$. This factor is the same for every neutral centre, so a calibrated spectrometer returns the spin density $S=Nf_0$, where $N$ is the density of unpassivated centres. The field also changes the statistical weight of the neutral state from 2 to $2\cosh b$. The relative change is about $b^2/2\approx3\times10^{-7}$, and I neglect it.

### The neutral fraction

In equilibrium at Fermi level $E_F$, a state with $n$ electrons and energy $E$ has weight $\exp[-(E-nE_F)/kT]$. The weights of the three charge states are

$$
w_+=1,\quad
w_0=2\exp\frac{E_F-E_1}{kT},\quad
w_-=\exp\frac{2E_F-2E_1-U}{kT}.
$$

The factor 2 counts the two spin directions. Dividing by $w_0$ gives

$$
\frac{f_+}{f_0}=\frac12\exp\frac{E_1-E_F}{kT},\qquad
\frac{f_-}{f_0}=\frac12\exp\frac{E_F-E_1-U}{kT}.
$$

Now measure the Fermi level from the midpoint of the two levels:

$$
y=\frac{E_F-E_1-U/2}{kT},\qquad c=\exp\left(-\frac{U}{2kT}\right).
$$

Since $E_F-E_1=U/2+ykT$, the ratios become $f_\pm/f_0=(c/2)\exp(\mp y)$. Their sum is $c\cosh y$. With $f_++f_0+f_-=1$ this gives

$$
f_0=\frac{1}{1+c\cosh y},\qquad
f_\pm=\frac{c}{2}\,f_0\exp(\mp y).
$$

A direct diagonalization of the four-state problem in a magnetic field reproduces these fractions and the absorption factor.

The neutral fraction is largest at $y=0$, where it equals $1/(1+c)$. Well below the lower level $f_+\approx1$, and the first ratio gives

$$
f_0\approx2\exp\left(-\frac{E_1-E_F}{kT}\right).
$$

Well above the upper level, $f_-\approx1$ and $f_0\approx2\exp[-(E_F-E_1-U)/kT]$. In both cases the spin disappears exponentially while the dangling bond remains.

Half the centres are neutral when $c\cosh y=1$. The width of the spin window is therefore

$$
W=2kT\,\operatorname{arccosh}\frac1c\approx U+2kT\ln2 .
$$

The approximation uses $\operatorname{arccosh}x\approx\ln(2x)$ for large $x$, hence $U\gg kT$. The spin degeneracy moves each edge outward by $kT\ln2$.

### A spread of levels

Interface defects do not all have the same surroundings. Let $E_1$ have a Gaussian spread $\sigma$ at fixed $U$, so that both levels of a defect shift together. For each defect $f_0/f_+=2\exp[-(E_1-E_F)/kT]$ and $f_+<1$, so $f_0$ lies below this exponential. The Gaussian average multiplies the exponential by $\exp[\sigma^2/2(kT)^2]$. This factor is an upper estimate of the enhancement in the tail, and the tail must be included when a null is judged.

The spread does not change the area under $f_0(E_F)$, because shifting a curve along the energy axis leaves its area unchanged. To find that area, put $t=\tanh(y/2)$, so that $\cosh y=(1+t^2)/(1-t^2)$ and $dy=2\,dt/(1-t^2)$:

$$
\int_{-\infty}^{\infty}\frac{dy}{1+c\cosh y}
=\int_{-1}^{1}\frac{2\,dt}{(1+c)-(1-c)t^2}
=\frac{4\operatorname{artanh}r}{\sqrt{1-c^2}},
$$

where $r^2=(1-c)/(1+c)$. Since $2\operatorname{artanh}r=\operatorname{arccosh}[(1+r^2)/(1-r^2)]$ and the last argument equals $1/c$, the area on the energy axis is

$$
\int f_0\,dE_F=\frac{W}{\sqrt{1-c^2}} .
$$

Thus, if $U$ is known and the sweep runs far enough past both edges of the window to include the tails, the area under $S(E_F)$ gives $N$ without knowledge of $\sigma$.

### How the gate moves the Fermi level

Let $\psi_s$ be the surface potential relative to the silicon bulk. A positive $\psi_s$ bends the bands down by $e\psi_s$, so the Fermi level above the valence edge at the interface is

$$
E_F=E_{F,\mathrm{bulk}}+e\psi_s .
$$

I measure the gate voltage $V_G$ from the flat-band voltage of a device without defect charge. With fields counted positive into the silicon, the oxide field is $F_{ox}=(V_G-\psi_s)/t_{ox}$. Gauss's law across the interface is

$$
\varepsilon_sF_s-\varepsilon_{ox}F_{ox}=Q_{it},\qquad
Q_{it}=eN(f_+-f_-).
$$

The field vanishes deep in the silicon, so the silicon charge per area is $Q_s=-\varepsilon_sF_s$. With $C_{ox}=\varepsilon_{ox}/t_{ox}$ this gives

$$
V_G=\psi_s-\frac{Q_s+Q_{it}}{C_{ox}} .
$$

For p-type silicon with acceptor density $N_{acc}$ and Boltzmann carriers, put $v=e\psi/kT$ and $\rho_i=(n_i/N_{acc})^2$. The charge density, zero in the bulk, is

$$
\rho=eN_{acc}\left[(e^{-v}-1)-\rho_i(e^v-1)\right],
$$

where $e^{\pm v}$ denotes the exponential function. Multiply Poisson's equation $\psi''=-\rho/\varepsilon_s$ by $\psi'$ and integrate from the bulk, where $\psi=\psi'=0$:

$$
\frac{(\psi')^2}{2}=\frac{kTN_{acc}}{\varepsilon_s}G(v),\quad
G=e^{-v}+v-1+\rho_i(e^v-v-1).
$$

At the surface, $v_s=e\psi_s/kT$ and

$$
Q_s=-\operatorname{sgn}(\psi_s)\sqrt{2\varepsilon_skTN_{acc}G(v_s)} .
$$

The gate voltage rises steadily with $\psi_s$. First, $-Q_s$ rises, because $dG/dv$ has the sign of $v$. Second, the mean defect charge is $e(1-\langle n\rangle)$, and the weights give $kT\,d\langle n\rangle/dE_F=\langle n^2\rangle-\langle n\rangle^2\ge0$, so $-Q_{it}$ cannot fall. Each bias therefore has one equilibrium state in this model. If bias has hidden the spins, returning to the earlier bias restores them, provided that no chemistry has occurred and the charges can re-equilibrate.

Hydrogen passivation is different. The dangling bond becomes a Si–H bond, which I take to have no level in the gap. Sweeping the Fermi level through the gap then leaves its electrons paired.

### Two devices with the same null

Consider a model capacitor at 300 K ($kT=0.02585$ eV) with $E_1=0.30$ eV, $U=0.50$ eV and $\sigma=0.05$ eV. The gap is 1.12 eV, the intrinsic level is at 0.56 eV, $n_i=10^{10}$ cm⁻³ and $N_{acc}=10^{16}$ cm⁻³. The oxide is 10 nm thick; the relative permittivities are 11.7 for silicon and 3.9 for the oxide. These are round parameters, not a fit to a sample. The bulk Fermi level is

$$
0.56-0.02585\ln(10^{6})=0.203\ \text{eV}.
$$

For sharp levels the spin window runs from 0.282 to 0.818 eV. Its width is $0.50+2(0.02585)\ln2=0.536$ eV.

Both devices have $10^{12}$ dangling-bond sites per cm². In device A all are active; in device B 99% are passivated, leaving $10^{10}$ cm⁻². Let the detection limit be $5\times10^{10}$ spins per cm². The calculated spin densities in cm⁻² are:

| $V_G$ (V) | A | B |
|---|---|---|
| −0.8 | $3.7\times10^9$ | $5.3\times10^6$ |
| +0.4 | $9.99\times10^{11}$ | $9.99\times10^9$ |
| +1.5 | $3.1\times10^9$ | $2.8\times10^6$ |

At −0.8 V and at +1.5 V both devices give a null. In A, 99.6% of the centres are positive at the first bias and 99.7% are negative at the second. At +0.4 V, 99.9% are neutral and A is 20 times above the detection limit. A is detectable from −0.50 to +1.31 V. B cannot be detected at any bias, since even all its active centres together are below the limit.

The voltage balance of A at −0.8 V can be followed by hand. Here $\psi_s=-0.112$ V, so $v_s=-4.332$ and $G\approx70.8$. With $C_{ox}=3.453\times10^{-7}$ F/cm², the scale $\sqrt{2\varepsilon_skTN_{acc}}/C_{ox}$ is 0.0268 V, and $Q_s/C_{ox}=0.0268\sqrt{70.8}=0.226$ V. The defects contribute $eN/C_{ox}=0.464$ V times 0.996, or 0.462 V. Hence

$$
V_G=-0.112-0.226-0.462=-0.800\ \text{V}.
$$

The level spread matters here. At the same Fermi level, 0.091 eV, sharp levels would give $f_0=6.1\times10^{-4}$ instead of $3.7\times10^{-3}$. The ratio is 6.0, below the upper estimate $\exp[0.05^2/(2\times0.02585^2)]\approx6.5$, as it should be.

### What a null does establish

A null with detection limit $N_{det}$ means

$$
N f_0(V_G,N)<N_{det}.
$$

The fraction depends on $N$, because the defects' own charge shifts the surface potential. Write $\kappa=f_+-f_-$ and differentiate the gate equation at fixed $V_G$:

$$
\frac{\partial\psi_s}{\partial N}=\frac{e\kappa/C_{ox}}{\partial V_G/\partial\psi_s},
$$

where the denominator is taken at fixed $N$ and is positive. If the defects are net positive, adding more of them raises $E_F$; if they are net negative, it lowers $E_F$. Either way $E_F$ moves towards the midpoint of the window, where $\kappa=0$. Since $f_0$ decreases on both sides of the midpoint, $f_0$ does not fall as $N$ grows, and $Nf_0$ rises. The null therefore gives one upper bound, the solution of $Nf_0(V_G,N)=N_{det}$.

| Null at $V_G$ (V) | Upper bound on $N$ (cm⁻²) |
|---|---|
| −0.8 | $1.56\times10^{12}$ |
| +0.4 | $5.0\times10^{10}$ |
| +1.5 | $1.38\times10^{12}$ |

The first and last bounds exceed the $10^{12}$ sites present. Those nulls are compatible with any passivated fraction from zero to one. The null at +0.4 V requires at least 95% passivation, because at most $5\times10^{10}$ of the $10^{12}$ sites can still be active. It does not prove that all are passivated.

Holding $f_0$ at its value for device A would give $5\times10^{10}/0.00365=1.4\times10^{13}$ cm⁻² at −0.8 V. This is nearly nine times the self-consistent bound, because it omits the return of the Fermi level towards the window.

### What to measure

Sweep the gate bias slowly enough for the defects to exchange charge with the silicon, and record the resonance through the region where an unannealed control sample is bright. Choose the range by the surface Fermi level, since the anneal may change the oxide charge and so shift the gate-voltage axis. If the line returns, active centres were hidden. If it stays absent where $f_0$ is near one, the detection limit is nearly the bound on $N$.

An electrical measurement gives a second check. If the anneal leaves the active acceptor density unchanged, the silicon charge at equal $\psi_s$ is the same in A and B, so their gate voltages differ by

$$
V_G^A-V_G^B=-\frac{e(N_A-N_B)}{C_{ox}}\,\kappa(E_F).
$$

When $E_F$ moves from below the window to above it, $\kappa$ goes from nearly $+1$ to nearly $-1$. The gate-voltage span of A then exceeds that of B by nearly $2e(N_A-N_B)/C_{ox}$. A constant oxide charge shifts both ends of a span equally and cancels.

Between $E_F=0.10$ and 1.00 eV the spans are 2.208 V for A and 1.294 V for B. The difference is 0.914 V, against 0.919 V for complete conversion. The shortfall is 0.5% of the full value, because about 0.5% of the centres are still neutral at each end. Device A thus shows its defects electrically even though its spin signal is below the limit at both ends. Other interface traps also stretch the gate-voltage axis, so this measurement alone does not identify $P_b$ centres.

### Where the argument needs care

**Negative $U$.** The formula for $f_0$ still holds, but now $c>1$ and the largest neutral fraction, $1/(1+c)$, is below one half. For $U=-0.20$ eV at 300 K it is 0.020. Then $10^{12}$ active defects would show at most $2\times10^{10}$ spins per cm², below the detection limit at every bias, and sweeping the bias would not bring out the resonance. The gate-voltage stretch would remain, because the defects still change from positive to negative. If all centres in a control sample share one $U$, an equilibrium spin count above half the number of centres excludes this case. In a mixture, such a count shows only that some centres have positive $U$. The number of centres must be found independently, for instance from the gate-voltage stretch.

**Frozen charge.** At low temperature, capture and emission may be slower than the sweep. Even at 300 K, filling the upper level in p-type silicon can be slow. It needs either minority electrons, which thermal generation may supply only slowly, or the emission of a hole to the valence band, 0.80 eV below the level in the example. Take a capture cross-section of $10^{-16}$ cm² and a thermal velocity of $10^7$ cm/s, so that the capture coefficient is $10^{-9}$ cm³/s. In equilibrium, hole emission from the neutral state balances hole capture by the negative state, so the emission rate is the coefficient times $p\,f_-/f_0=\tfrac12N_v\exp(-0.80\ \text{eV}/kT)$. The model implies $N_v=n_i\exp(0.56\ \text{eV}/kT)=2.6\times10^{19}$ cm⁻³. The emission then takes about $2\times10^3$ s at the mean level, and from $3\times10^2$ to $1.5\times10^4$ s for a level shifted by $\mp\sigma$. This slow step keeps centres neutral, and so visible, for longer than equilibrium would. It delays the loss of the line at positive bias and the upper part of the gate-voltage stretch, but it does not hide spins. With the same coefficient, the charged states at the mean levels return to neutral within a few microseconds at 300 K once the surface is depleted of carriers, because the emission barriers are only 0.30 and 0.32 eV. At low temperature these steps can freeze too. The fractions then depend on the sample's history, and a null that does not respond to bias is not evidence of passivation.

**Saturation and linewidth.** If the microwave power equalizes the two spin populations, the line weakens although the spins remain. The power must be low enough for the signal to count them. The example also uses one detection limit at every bias, which assumes a fixed linewidth. In accumulation or inversion, rapid carrier capture can shorten the life of the neutral state and broaden the line. The detection limit then rises, and the bounds at −0.8 V and +1.5 V become weaker than those in the table. The bias range in which A is detectable can also narrow. The effect can be large: for an assumed capture cross-section of $10^{-16}$ cm² and a thermal velocity of $10^7$ cm/s, the $7.6\times10^{17}$ holes per cm³ at the surface of A at −0.8 V limit the neutral state's life to $\tau=1.3$ ns, which corresponds to a half width at half maximum $\hbar/(g\mu_B\tau)$ of about 4 mT.

**Carrier statistics.** The closest approach of $E_F$ to a band edge in the example is 0.039 eV, or $1.5kT$, in device B at −0.8 V. At +1.5 V the same device comes within 0.042 eV of the conduction band. Boltzmann statistics are only approximate at these two biases, and so are the surface potentials and tiny spin densities of B that follow from them. B's invisibility does not depend on them, since its total of active centres is below the limit.

The remaining values are in the numerical output below.

## Computed values

```
Temperature 300 K, kT = 0.02585 eV
Level E(+/0) = 0.30 eV, E(0/-) = 0.80 eV
U = 0.50 eV, level spread sigma = 0.05 eV
Gap = 1.12 eV, intrinsic level = 0.56 eV
n_i = 1.0e+10 cm^-3, acceptors = 1.0e+16 cm^-3
Relative permittivities: Si 11.7, oxide 3.9
Oxide thickness = 10.0 nm, Cox = 3.4531e-07 F/cm^2
Bulk Fermi level = 0.2028 eV above valence edge
Active defects: A 1.00e+12, B 1.00e+10 cm^-2
Detection limit = 5.0e+10 spins/cm^2
g = 2.0, B = 0.34 T, spin polarization = 7.6128e-04
Sharp levels: c = exp(-U/2kT) = 6.3123e-05
Largest f0 = 0.999937 at EF = 0.55 eV
Window at f0=1/2: 0.2821 to 0.8179 eV
Window width = 0.53584 eV, area = 0.53584 eV
Area with level spread = 0.53584 eV
Largest f0 if U = -0.20 eV: 0.02047
A VG=-0.8 V: psi=-0.1120 V, EF=0.0908 eV
  f+=0.99635 f0=0.00365 f-=0.00000, spins=3.653e+09 cm^-2
  f0 without level spread at this EF = 6.124e-04
A VG=+0.4 V: psi=+0.3112 V, EF=0.5141 eV
  f+=0.00080 f0=0.99915 f-=0.00005, spins=9.991e+11 cm^-2
  f0 without level spread at this EF = 9.999e-01
A VG=+1.5 V: psi=+0.8105 V, EF=1.0133 eV
  f+=0.00000 f0=0.00314 f-=0.99686, spins=3.139e+09 cm^-2
  f0 without level spread at this EF = 5.214e-04
B VG=-0.8 V: psi=-0.1637 V, EF=0.0392 eV
  f+=0.99947 f0=0.00053 f-=0.00000, spins=5.295e+06 cm^-2
B VG=+0.4 V: psi=+0.3109 V, EF=0.5138 eV
  f+=0.00081 f0=0.99914 f-=0.00005, spins=9.991e+09 cm^-2
B VG=+1.5 V: psi=+0.8751 V, EF=1.0779 eV
  f+=0.00000 f0=0.00028 f-=0.99972, spins=2.756e+06 cm^-2
A detectable from VG = -0.504 V to 1.312 V
Null at -0.8 V: N < 1.562e+12 cm^-2 (fixed-f0 estimate 1.369e+13)
Null at +0.4 V: N < 5.004e+10 cm^-2 (fixed-f0 estimate 5.004e+10)
Null at +1.5 V: N < 1.375e+12 cm^-2 (fixed-f0 estimate 1.593e+13)
VG span for EF 0.10 to 1.00 eV: A 2.2080 V, B 1.2939 V
Stretch A-B = 0.9140 V, 2e(NA-NB)/Cox = 0.9187 V
Closest approach of EF to a band edge = 0.0392 eV
```
